Hoppings of a nanoribbon superlattice from its gap and band span

**Problem**

A graphene nanoribbon is grown with a width that alternates periodically between two values. Each junction between a narrow and a wide segment carries one localized electron state, and there are two junctions per period. The junction states overlap through the segments between them and form two bands, placed symmetrically about zero energy. The gap between the bands is G = 0.2 eV. The total span, from the bottom of the lower band to the top of the upper band with the gap included, is W = 1.0 eV.

Describe the junction states by a chain in which each state is coupled to its two neighbours only, with hoppings t1 and t2 in alternation. Assume that all junction states have the same energy, taken as zero, and that states on different junctions are orthogonal.

(a) Estimate the two hoppings by scaling.

(b) Find their magnitudes from the exact bands of the chain, and the effect of reading errors of 0.02 eV in G and 0.05 eV in W.

(c) Decide whether the bands tell which hopping belongs to which segment, and how the answer is affected if the junction energies differ, if equivalent junctions are coupled, or if electrons repel each other.

**First estimate by scaling**

Ignore the alternation at first. In a uniform chain with hopping t, a state with equal amplitudes on all sites receives t from each of its two neighbours, so its energy is 2t. A state whose amplitude changes sign from site to site has energy −2t. The span is therefore 4t, which suggests an average hopping

t_av ≈ W/4 = 0.25 eV.

The uniform chain has no gap. The gap is opened by the difference δ between the two hoppings, so for small δ it should be proportional to δ. Scaling does not supply the numerical factor. Taking it as one gives δ ≈ G = 0.2 eV, and the estimated hoppings are

t_av + δ/2 ≈ 0.35 eV and t_av − δ/2 ≈ 0.15 eV.

The average rests on a definite uniform-chain result, while the difference rests on a guessed factor. The exact bands must settle that factor.

**Exact solution: the bands**

Let cell n contain junction states A and B with amplitudes u_n and v_n. The hopping inside the cell is t1, and the hopping from B in one cell to A in the next is t2. Both are real. Collecting the contributions of the two neighbours of each site gives

E u_n = t1 v_n + t2 v_(n−1)

E v_n = t1 u_n + t2 u_(n+1).

Let L be the period, k the wavevector and θ = kL the phase advance per cell. With u_n = u exp(inθ) and v_n = v exp(inθ), these become

E u = h v, E v = h* u, where h = t1 + t2 exp(−iθ).

Multiplying the first equation by E and using the second gives E² u = h E v = |h|² u. The squared modulus follows from the real and imaginary parts of h:

|h|² = (t1 + t2 cos θ)² + t2² sin² θ
= t1² + t2² + 2 t1 t2 cos θ.

The bands are therefore

E = ±√(t1² + t2² + 2 t1 t2 cos θ).

Because E² is linear in cos θ, its extreme values occur at cos θ = 1 and cos θ = −1. They are (t1 + t2)² and (t1 − t2)². If t1 and t2 have the same sign, the first is the larger; if they have opposite signs, the second is. In both cases the largest and smallest values of |E| are

|E|_max = |t1| + |t2|

|E|_min = | |t1| − |t2| |.

The gap runs from −|E|_min to +|E|_min, and the total span from −|E|_max to +|E|_max. Writing t_s for the larger magnitude and t_w for the smaller,

G = 2(t_s − t_w)

W = 2(t_s + t_w).

Adding the two lines gives W + G = 4t_s, and subtracting them gives W − G = 4t_w. Hence

t_s = (W + G)/4 = (1.0 + 0.2)/4 eV = 0.3 eV

t_w = (W − G)/4 = (1.0 − 0.2)/4 eV = 0.2 eV.

Two limits show what the formulas mean. If G = 0, the hoppings have the same magnitude t and the uniform-chain result W = 4t returns. If G = W, then t_w = 0: the chain has fallen apart into isolated pairs, and both bands are flat. Data with G > W cannot occur, since the span includes the gap.

If G and W are wrong by at most δG and δW, the worst error of either hopping is

(δW + δG)/4 = (0.05 + 0.02)/4 eV = 0.0175 eV.

The difference is better known than this suggests, because t_s − t_w = G/2 does not contain W. Its error is at most δG/2 = 0.01 eV, against a value of 0.1 eV. Within the model, these reading errors cannot remove the inequality of the hoppings.

**Comparison of the estimate and the solution**

The scaling estimate gave 0.35 and 0.15 eV; the exact bands give 0.3 and 0.2 eV. Relative to the exact values, the estimate is 17% too high for the larger hopping and 25% too low for the smaller one.

The whole error comes from the difference. The average, W/4, is the same in both treatments, since W = 2(t_s + t_w) holds for any degree of alternation. The gap is G = 2δ, where the estimate assumed G = δ. The factor two arises because the alternation pushes the upper band up by δ and the lower band down by δ at the wavevector where the uniform chain would have its two bands touching.

**Which segment carries the larger hopping?**

The expression for E² is unchanged when t1 and t2 are exchanged. The bands of an infinite chain therefore give an unordered pair of magnitudes. The values of G and W do not give the signs either: reversing the sign of one hopping replaces cos θ by −cos θ, which leaves both values alone. It does move the gap, which lies at the zone edge (θ = π) for equal signs and at the zone centre (θ = 0) for opposite signs. A measured dispersion can therefore show the relative sign, but reversing both signs together changes nothing in the bands.

An open end can distinguish the two orders. Take both hoppings positive and let the chain start at site A of cell 1, so that its first bond is t1. For a state at E = 0, the equation at that first site is t1 v_1 = 0, because there is no site to its left. Hence v_1 = 0, and the equations at the following A sites then make every v_n zero. The equations at the B sites give

u_(n+1) = −(t1/t2) u_n.

In a long chain this state is confined to the end if t1 < t2. If t1 > t2 it grows away from the end and is not an end state. A zero-energy end state thus requires the weak bond to come first.

Now let the chain have N whole cells, with t1 = t_w and t2 = t_s, and define r = t_w/t_s. The left state has amplitudes u_n = (−r)^(n−1). Its mirror image at the right end has v_n = (−r)^(N−n). The squared norm of each is the geometric sum

1 + r² + r⁴ + … ≈ 1/(1 − r²),

where terms of order r^(2N) are dropped. The left state satisfies every equation except the one at the last B site, where the bond t2 to a further cell is missing. What remains there is t_w(−r)^(N−1). The right state has amplitude one on that site, so after normalization the coupling of the two end states has magnitude

ε = (1 − r²) t_w r^(N−1) = t_s(1 − r²) r^N.

Two states at zero energy with coupling ε split to ±ε. For N = 20 and r = 2/3,

ε = 0.3 eV × (1 − 4/9) × (2/3)²⁰ ≈ 5.0 × 10⁻⁵ eV.

Direct diagonalization of this open chain gives the same energy to the five digits printed in the numerical output. With the weak bond first there are two states within 0.01 eV of zero; with the strong bond first there are none, although the infinite chain has the same bands. To use this on a real ribbon, one must know how the ribbon is terminated and be able to separate junction states from other states at its end.

**Unequal junction energies**

Suppose that the A states have energy +m and the B states −m. The Bloch equations become

(E − m)u = h v, (E + m)v = h* u.

Multiplying the first by E + m gives E² − m² = |h|², so that

E² = m² + t1² + t2² + 2 t1 t2 cos θ.

For positive hoppings, the same measured gap and span now require

(t_s − t_w)² = G²/4 − m²

(t_s + t_w)² = W²/4 − m².

Two data cannot fix three unknowns. One might hope that the full shape of the bands would help, but it does not. Subtracting the two lines gives 4 t_s t_w = (W² − G²)/4, which is independent of m. Adding them gives t_s² + t_w² + m² = (W² + G²)/8, which is also fixed. These two combinations are all that enters E², so every allowed m gives the same bands at every wavevector.

For m = 0.05 eV, the difference of the hoppings is √(0.01 − 0.0025) eV = 0.0866 eV and their sum is √(0.25 − 0.0025) eV = 0.4975 eV. The hoppings are then 0.292 and 0.205 eV. At the largest allowed value, m = G/2 = 0.1 eV, both are 0.245 eV: the entire gap comes from the unequal energies and none from alternation.

The answer 0.3 and 0.2 eV therefore needs the premise of equal energies. Symmetry can justify it. If a mirror plane through the middle of a segment maps the ribbon onto itself, it exchanges the junctions on either side, and their energies must be equal. A substrate or a nearby charge that breaks the mirror symmetry removes this guarantee.

**Hopping between equivalent junctions**

Let each junction state also couple to the equivalent state in the two adjacent cells, with hopping t′. This adds t′[exp(iθ) + exp(−iθ)] = 2t′ cos θ to both bands:

E± = 2t′ cos θ ± |h|.

At a fixed wavevector both bands move together. For t1, t2 > 0, the outer edges at θ = 0 are 2t′ ± (t_s + t_w), and the inner edges at θ = π are −2t′ ± (t_s − t_w). The terms in t′ cancel from both G and W, provided that the band extrema stay at these wavevectors.

To find when they do, put x = cos θ. Since |h|² has slope 2t1t2 in x, |h| has slope t1t2/|h|, and

dE±/dx = 2t′ ± t1t2/|h|.

Neither slope changes sign if 2|t′| does not exceed the smallest value of t1t2/|h|. That value is reached where |h| is largest, at |h| = t1 + t2. The condition is

|t′| ≤ t1t2/[2(t1 + t2)] = 0.06/(2 × 0.5) eV = 0.06 eV.

The widths of the separate bands reveal t′. The upper band has width 2t_w + 4t′ and the lower one 2t_w − 4t′, because (t_s + t_w) − (t_s − t_w) = 2t_w. For t′ = 0.03 eV they are 0.52 and 0.28 eV, while G and W keep their values. For t′ = 0.08 eV, beyond the limit, the gap is still 0.2 eV but the span grows to 1.021 eV. Using the simple inversion on those data would give 0.305 and 0.205 eV, an error of only 0.005 eV in each hopping. Unequal band widths are the clearer warning.

**Comparison with a carbon ribbon**

A real case of this kind is an armchair ribbon that alternates between widths of 7 and 9 carbon lines. It can be modelled with one orbital per carbon atom and nearest-neighbour hopping, using the rough values 2.7 eV for the hopping and 0.142 nm for the bond length. In this model the uniform ribbons have gaps of 1.27 eV (width 7) and 0.95 eV (width 9), so their band edges lie at about ±0.63 and ±0.47 eV.

Consider first a long period of 5.11 nm: 12 cells of the width-7 ribbon, with 6 carbon pairs added on each edge to make the wide segment. The two central bands have a gap of 0.110 eV and a span of 0.203 eV, and inversion gives hoppings of 0.078 and 0.023 eV. A chain dispersion fixed by the band energies at the zone centre and zone edge misses the upper central band by at most 0.0004 eV at the 13 wavevectors sampled. The next band starts at 0.77 eV. Here the junction-state chain describes the two central bands well.

The problem's data lie in a less comfortable range. Among superlattices of this family with periods of 2 to 7 ribbon cells, the one with the smallest summed deviation from the given G and W has a period of 2.13 nm. Its span is 1.04 eV, close to the given value, but its gap is only 0.034 eV. With equal carbon hoppings it is therefore not a realization of the stated chain. Formal inversion gives 0.2675 and 0.2507 eV, but the chain dispersion now misses the carbon-model band by up to about 0.03 eV. That exceeds the difference of the two recovered hoppings, 0.017 eV. A least-squares fit of two hoppings to the whole band gives 0.252 and 0.245 eV. A fit that adds two longer-range hoppings between A and B states, each about 0.01 eV, gives 0.258 and 0.238 eV and misses the band by only 0.002 eV. The common size, about 0.25 eV, is stable, while the difference ranges from 0.007 to 0.019 eV with the method. The top of the upper band, at 0.52 eV, lies beyond the band edge of the uniform width-9 ribbon. The gap and span alone cannot reveal such a misfit, because any two values with G ≤ W can be inverted. A fit to the whole dispersion should therefore accompany the two-number inversion.

These ribbon numbers belong to the model with equal carbon hoppings and are not predictions for a real ribbon. Making the carbon–carbon dimer bonds along the edges 12% stronger, a common correction, changes the uniform gaps to 1.54 and 0.79 eV. For the 5.11 nm period the gap and span become 0.186 and 0.242 eV, with hoppings of 0.107 and 0.014 eV, and the chain still fits well. For the 2.13 nm period they become 0.160 and 1.06 eV, with hoppings of 0.306 and 0.226 eV, much nearer the stated data, while the misfit stays at 0.03 eV.

**Electron repulsion**

The chain treats electrons as independent. Two electrons on the same junction repel each other. For a rough charge spread of ℓ = 1 nm and a rough relative permittivity ε_r = 4, the energy scale is

U ≈ e²/(4π ε₀ ε_r ℓ) = 0.36 eV.

This is larger than the gap, so it cannot be dismissed by comparing energies. Its effect was sized by exact diagonalization of a ring of six junctions with hoppings 0.3 and 0.2 eV and repulsion U on each site. The sign of the closing bond was reversed, so that the phase over three cells satisfies exp(3iθ) = −1. This admits θ = π, where the gap of the infinite chain lies. The charge gap is the energy to add one electron plus the energy to remove one:

E(7 electrons) + E(5 electrons) − 2E(6 electrons).

Without repulsion it is 0.200 eV, and with repulsion 0.259 eV. If an increase of 0.059 eV were mistaken for part of the independent-electron gap, with W held fixed, the recovered hoppings would shift by 0.059/4 ≈ 0.015 eV, the larger upwards and the smaller downwards. Their difference would rise from 0.10 to about 0.13 eV, whatever happens to W. Repulsion also widens the span slightly: on a ring of eight junctions the charge gap is 0.252 eV and the main outer peaks give W = 1.016 eV, so the shifts there are +0.017 and −0.009 eV. The ring is small: with ten junctions instead of six, the charge gap with repulsion is 0.248 eV, so the increase falls from 0.059 to 0.048 eV. Repulsion between different junctions is also left out, although for junctions about 1 nm apart the same formula makes it comparable to U. Adding a repulsion of only 0.17 eV between neighbouring junctions raises the charge gap to 0.347 eV for six junctions and 0.313 eV for ten, more than twice the increase above. The numbers for U alone therefore show the effect of on-site repulsion only; they are not a correction for a real ribbon.

**The gap in a transistor channel**

At 300 K the thermal energy is 0.0259 eV, so the gap is 7.7 times larger. With the Fermi level at midgap, the Boltzmann factor to a band edge is exp(−7.74/2) ≈ 0.02. This is weak suppression for a channel that must be switched off.

A field along the ribbon also lets electrons tunnel between the bands. Let D be the drop in potential energy per period. Near the zone edge put θ = π + q, so that cos θ ≈ −1 + q²/2 and

E² ≈ (G/2)² + t1t2 q².

Inside the gap q is imaginary, q = iκL, which gives

κL = √[(G/2)² − E²]/√(t1t2).

Here E is the energy relative to the local midgap. It changes by D over a length L, so dx = L dE/D. The semiclassical tunnelling probability is exp(−2∫κ dx), taken across the gap. The integral of √[(G/2)² − E²] from −G/2 to G/2 is the area of a half-disc, π(G/2)²/2. Therefore

P ≈ exp{−π(G/2)²/[D√(t1t2)]}.

For D = 0.05 eV the exponent is −π × 0.01/(0.05 × 0.245) = −2.57, and P ≈ 0.077 per passage through the zone edge. For equally spaced junctions, evolving the two-band state once through the whole Brillouin zone gives 0.075; if the strong bond spans 0.3 or 0.7 of the period, it gives 0.080 or 0.069. With the 2.13 nm period found above, this drop corresponds to about 0.2 MV/cm; the period is borrowed for scale, since that ribbon has a smaller gap. In this model, at that field, about one passage in thirteen crosses the gap. Both results concern the use of the ribbon as a switch; they do not alter the hoppings inferred from its bands.

Computed results

```
Given gap: 0.200 eV
Given total span: 1.000 eV
Larger hopping: 0.3000 eV
Smaller hopping: 0.2000 eV
Ring check, gap: 0.200000 eV
Ring check, span: 1.000000 eV
Chosen reading errors, gap and span: 0.02, 0.05 eV
Worst error of either hopping: 0.0175 eV
Open chain length: 20 cells
End states, weak bond first: 2
End states, strong bond first: 0
End-state amplitude ratio per cell: -0.6667
End-state energy, diagonalized: 5.0121e-05 eV
End-state energy, formula: 5.0121e-05 eV
On-site +/-0.05 eV, same bands: 0.2920, 0.2054 eV
On-site +/-0.10 eV, same bands: 0.2449, 0.2449 eV
Same-sublattice hopping limit: 0.0600 eV
Same-sublattice 0.03 eV: gap 0.2000, span 1.0000 eV
  lower, upper band width: 0.2800, 0.5200 eV
Same-sublattice 0.08 eV: gap 0.2000, span 1.0208 eV
  lower, upper band width: 0.1008, 0.7200 eV
Carbon hopping 2.7 eV, bond 0.142 nm (rough)
Uniform ribbon gaps, widths 7 and 9: 1.267, 0.948 eV
Closest superlattice: 5 ribbon cells, 2.130 nm
  added carbon pairs per edge: 3
  gap, span: 0.0336, 1.0363 eV
  recovered hoppings: 0.2675, 0.2507 eV
  largest misfit to chain bands: 0.03146 eV
  bottom of next band: 1.2154 eV
Long superlattice: 12 ribbon cells, 5.112 nm
  added carbon pairs per edge: 6
  gap, span: 0.1101, 0.2032 eV
  recovered hoppings: 0.0783, 0.0233 eV
  largest misfit to chain bands: 0.00042 eV
  bottom of next band: 0.7738 eV
Rough spread 1.0 nm, relative permittivity 4.0
Estimated repulsion: 0.360 eV
Six-site charge gap, no repulsion: 0.2000 eV
Six-site charge gap, repulsion: 0.2591 eV
Thermal energy at 300 K: 0.02585 eV
Gap / thermal energy: 7.74
Energy drop per period: 0.050 eV
Field for closest superlattice: 0.235 MV/cm
Tunnelling probability, evolved: 0.0753
Tunnelling probability, formula: 0.0769
```
